Collinear H + H₂ exchange barrier from UHF and full CI

**Question**

A hydrogen atom C approaches a hydrogen molecule AB along its axis, and atom A leaves on the other side:

H₂(AB) + H(C) → H(A) + H₂(BC).

The nuclei are fixed in the order A–B–C, with r₁ = AB and r₂ = BC. Let E(r₁,r₂) be the lowest doublet energy in the Born–Oppenheimer approximation, including nuclear repulsion. The classical barrier is

V = E‡ − E(H) − E(H₂),

where E‡ is the saddle energy and H₂ has its own equilibrium bond length. Zero-point motion, tunnelling and relativity are left out. Hartree atomic units are used; mEh means millihartree.

Two methods are applied in the cc-pVDZ basis, which has five functions per atom: unrestricted Hartree–Fock (UHF) and full configuration interaction (FCI). Each has its own optimized geometries, with bond lengths in bohr and energies in hartree:

UHF: H₂ at 1.413, E = −1.128746; saddle at r₁ = r₂ = 1.784, E = −1.601153.
FCI: H₂ at 1.438, E = −1.163673; saddle at r₁ = r₂ = 1.783, E = −1.646621.
Both: E(H) = −0.499278.

**(a) Show that the collinear barrier can be found by a minimization along the line r₁ = r₂. State what must be checked.**

*Answer.* The three nuclei are identical, so interchanging the two bond lengths leaves the energy unchanged:

E(r₁,r₂) = E(r₂,r₁).

Where E is differentiable, differentiation with respect to r₁ followed by setting r₁ = r₂ = R gives

∂E/∂r₁ = ∂E/∂r₂ at (R,R).

The derivative along the antisymmetric direction (1,−1) is the difference of these two, so it vanishes everywhere on the symmetric line. A minimum of E(R,R) with respect to R removes the remaining derivative, along (1,1). It is therefore a stationary point of the collinear surface.

A path argument shows that this point fixes the barrier. Reactants have r₁ < r₂ and products have r₁ > r₂. Along a continuous path r₁ − r₂ changes sign, so it is zero somewhere. The path thus contains a point (R,R), and

highest energy on the path ≥ min over R of E(R,R).

If a path descends from the minimizing point towards the reactants, its mirror image descends towards the products. Together they form a path whose highest energy equals the bound. The lowest possible maximum is then E‡ = min E(R,R).

What must be checked is that the minimum on the line is the lowest one and that a descending path exists. For both methods, five other points on the line, from 1.3 to 4.5 bohr, lie higher, and the energy falls at each of five successive points on a path towards the reactants. These are samples, not a proof for every point.

The curvatures agree with this picture. For displacements (q,q) and (q,−q), write E = E‡ + ½fq². Estimated from displacements of q = 0.05 bohr, in hartree/bohr², UHF gives f ≈ 0.320 and −0.130, and FCI gives f ≈ 0.329 and −0.054. The third decimal depends on the step: with q = 0.015 bohr both negative values become about 0.001 more negative. The point is a minimum in one direction and a maximum in the other. Bending the chain by 10° raises the energy by 0.26 mEh in both methods, so the linear arrangement is also favoured locally. The argument does not compare it with strongly bent paths.

**(b) Derive the UHF energy and orbital equations for H₃. Show that UHF is exact within the basis for the hydrogen atom.**

*Answer.* Take two α electrons in orthonormal real orbitals a and b, and one β electron in c. The orbital c is normalized but need not be orthogonal to a or b, because its spin differs. Let h be the kinetic energy plus nuclear attraction, and define

J_ab = ∬ a(1)² b(2)² / r₁₂,
K_ab = ∬ a(1)b(1) a(2)b(2) / r₁₂.

The spatial function of the α pair is

[a(1)b(2) − b(1)a(2)]/√2.

In the expectation value of 1/r₁₂ the two direct terms give ½(J_ab + J_ab), and the two cross terms give −½(K_ab + K_ab). The result is J_ab − K_ab. A pair of opposite spin has no cross term, since the spin functions are orthogonal, and contributes J alone. With nuclear repulsion E_nuc,

E_UHF = h_aa + h_bb + h_cc + J_ab − K_ab + J_ac + J_bc + E_nuc.

Now vary a, keeping a normalized and orthogonal to b by Lagrange multipliers. Each term contains a twice, so a common factor 2 cancels:

(h + J_b − K_b + J_c) a = ε_aa a + ε_ab b.

Here J_b multiplies by the potential of the density b², and K_b a = b(1) ∫ b(2)a(2)/r₁₂. Since J_a a = K_a a, the term (J_a − K_a)a = 0 may be added. Both α orbitals then obey equations with the same operator,

F_α = h + J_a + J_b + J_c − K_a − K_b.

A rotation of a and b among themselves leaves the determinant unchanged and can be chosen to make the multiplier matrix diagonal. Varying c in the same way gives

F_α a = ε_a a, F_α b = ε_b b,
(h + J_a + J_b) c = ε_c c.

The operators depend on the orbitals, so the equations are solved by iteration. A solution is a stationary point and need not be the lowest one. At the UHF saddle, a stability analysis and a second start from a lopsided density found nothing lower.

For one electron there is no pair. The energy is h_aa, and its minimum is the lowest eigenvalue of h in the basis. FCI gives the same number, so the correlation energy

E_c = E_FCI − E_UHF (same geometry, same basis)

is zero for the atom.

**(c) Formulate FCI for H₃. Show that E_c ≤ 0, and explain why this does not decide which barrier is lower.**

*Answer.* Consider states with spin projection M = ½. An antisymmetric three-electron state is fixed by its component in which electrons 1 and 2 are α and electron 3 is β; the other two components follow by permutation and have equal norm. The Hamiltonian contains no spin, so it acts on this component alone. In orthonormal orbitals φ_i,

Ψ(1,2,3) = Σ_ijk ψ_ijk φ_i(1)φ_j(2)φ_k(3), ψ_ijk = −ψ_jik.

Define (ip|jq) = ∬ φ_i(1)φ_p(1) φ_j(2)φ_q(2)/r₁₂. Projecting HΨ = EΨ on φ_iφ_jφ_k gives one term for each electron and one for each pair:

Σ_p [h_ip ψ_pjk + h_jp ψ_ipk + h_kp ψ_ijp]
+ Σ_pq [(ip|jq) ψ_pqk + (ip|kq) ψ_pjq + (jp|kq) ψ_ipq]
= (E − E_nuc) ψ_ijk.

Fifteen orbitals allow 15·14/2 = 105 antisymmetric α pairs and 15 β choices, so there are 105·15 = 1575 independent coefficients. The lowest eigenvalue is the FCI energy. It is exact for this basis, not for the molecule. At the saddle, this form and a separate calculation in determinants agree to the printed accuracy.

The UHF determinant corresponds to

ψ_ijk = (a_i b_j − b_i a_j) c_k /√2,

where a_i, b_j and c_k are expansion coefficients. This is one member of the FCI space. The lowest eigenvalue is the minimum of the energy over that whole space, so E_FCI ≤ E_UHF and E_c ≤ 0. The same reasoning applies to H₂.

A barrier is a difference, however. At common geometries the atom cancels, and

V_FCI − V_UHF = E_c(H₃‡) − E_c(H₂).

Both terms on the right are negative or zero, and their difference may have either sign. If the saddle had E_c = −30 mEh and the molecule −35 mEh, correlation would raise the barrier by 5 mEh. At common geometries, the barrier falls if and only if correlation stabilizes the saddle more than it stabilizes H₂. That has to be computed.

**(d) Calculate both barriers.**

*Answer.* For UHF,

V_UHF = −1.601153 + 0.499278 + 1.128746
= 0.026871 hartree = 26.87 mEh = 70.55 kJ/mol.

For FCI,

V_FCI = −1.646621 + 0.499278 + 1.163673
= 0.016330 hartree = 16.33 mEh = 42.9 kJ/mol.

Correlation lowers the barrier by 10.54 mEh, or 27.7 kJ/mol, which is 39% of the UHF barrier. The saddle bond length hardly changes, so the effect is one of energy rather than of a displaced saddle.

The subtraction requires that each method describe the separated fragments by the sum of their energies. In FCI the Hamiltonian at infinite separation is a sum of two parts, and the antisymmetrized product of the fragment ground states lies in the FCI space with the summed energy. Charge-transfer fragments, H⁻ + H₂⁺ or H⁺ + H₂⁻, lie far higher, so this product is the lowest state. In UHF the orbitals can localize on the fragments; the exchange integrals between fragments then vanish, and the Coulomb terms between neutral fragments cancel. With the third atom 30 bohr away, both methods reproduce the sum to within 10⁻⁶ hartree.

**(e) At the FCI geometries E_c is −35.04 mEh for H₂ and −45.47 mEh for the saddle. For H₂ stretched to the saddle bond length it is −38.61 mEh. Account for the lowering, and use a two-configuration model to explain the effect of stretching.**

*Answer.* At common geometries,

E_c(H₃‡) − E_c(H₂) = −45.47 + 35.04 = −10.43 mEh.

The full change in part (d) also contains a geometry term, because UHF was there allowed its own bond lengths. Adding and subtracting the UHF barrier at the FCI geometries, 26.755 mEh, gives

V_FCI − V_UHF = −10.425 + (26.755 − 26.871)
= −10.425 − 0.116 = −10.541 mEh.

The geometry term is negative because UHF H₂ is slightly strained at 1.438 bohr. This raises the reactants and so lowers the UHF barrier at the FCI geometries. It is about 1% of the total.

Inserting the stretched molecule splits the correlation part:

stretching: −38.61 + 35.04 = −3.57 mEh,
remainder: −45.47 + 38.61 = −6.86 mEh.

About one third arises when the bond of H₂ is lengthened, and two thirds when the third atom is added. The split depends on the chosen intermediate. It is an account of the energy, not a unique division into causes.

For the stretching part, consider H₂ with one bonding orbital g and one antibonding orbital u. The restricted determinant is g². By parity the singlet gu does not mix with it, which leaves u². One-electron operators cannot connect g² with u², because both electrons change orbital; the repulsion connects them through K = (gu|gu) > 0. Let the two diagonal energies be Ē − Δ and Ē + Δ, with Δ > 0. The eigenvalues follow from

(Ē − Δ − E)(Ē + Δ − E) − K² = 0,
(E − Ē)² = Δ² + K²,

so the lower root is E = Ē − √(Δ² + K²). Subtracting the energy of g² gives

E_c = Δ − √(Δ² + K²).

For Δ ≫ K this becomes −K²/(2Δ), and for Δ → 0 it tends to −K. At fixed K,

dE_c/dΔ = 1 − Δ/√(Δ² + K²) > 0,

so a smaller gap makes E_c more negative. Stretching reduces the overlap of the atomic orbitals and brings g and u closer, which reduces Δ. With K held fixed, the model thus gives the sign of the computed −3.57 mEh. With g and u optimized in cc-pVDZ, Δ falls from 0.74 to 0.55 hartree while K stays near 0.17, and the two-configuration correlation energy changes by about −6.1 mEh. The other configurations of the basis contribute about 2.5 mEh less in the stretched molecule, which leaves −3.57 mEh. The model therefore describes one of two opposing parts and does not predict the size of the total.

The model measures correlation from a restricted determinant, whereas the data are measured from UHF. At equilibrium the two coincide, since the UHF solution for H₂ has ⟨S²⟩ = 0. If UHF lay below the restricted energy in the stretched molecule, correlation measured from the restricted energy would be larger still in magnitude, so the change of reference does not alter the sign.

**(f) At the UHF saddle ⟨S²⟩ = 0.7885. Interpret this number. A restricted open-shell (ROHF) calculation at the UHF geometries gives a barrier of 37.96 mEh. What does this say about the word "correlation"?**

*Answer.* Use S² = S₋S₊ + S_z² + S_z. With S_z = ½ the last two terms give ¼ + ½ = ¾. The first gives the squared norm of S₊Φ, where Φ is the UHF determinant. The operator S₊ annihilates α spins and turns the β electron in c into an α electron. The result is a determinant of a, b and c, all with α spin, in which the parts of c along a and b drop out. Therefore

⟨S²⟩ = ¾ + 1 − ⟨a|c⟩² − ⟨b|c⟩².

The excess, 0.0385, is the squared norm of the part of c that lies outside the space of the α orbitals. It measures how far the β electron has moved away from the pattern of a doubly occupied orbital.

Three electrons with M = ½ can have S = ½ or S = 3/2, for which S(S+1) is 3/4 or 15/4. If w is the weight of the quartet,

⟨S²⟩ = ¾(1 − w) + (15/4)w = ¾ + 3w,
w = 0.0385/3 = 0.013.

The UHF state is thus a doublet with about 1.3% quartet admixture. The FCI state has ⟨S²⟩ = 0.7500 and is a pure doublet.

ROHF forces c into the space of a and b. Its determinants are a subset of those open to UHF, so the lowest UHF energy cannot lie above an ROHF energy. For H₂ at equilibrium the two methods coincide, and the whole difference appears in the barrier:

37.96 − 26.87 = 11.09 mEh.

Measured from ROHF, the reduction to the FCI barrier is 37.96 − 16.33 = 21.63 mEh. UHF obtains about half of it by letting the α and β orbitals differ, at the price of an impure spin. The size of "the effect of correlation" therefore depends on the reference, and 10.54 mEh is the part that UHF misses. The sign is the same for both references.

**(g) The table gives energies above the reactants, in mEh, on a path leaving the saddle; s is the longer bond length minus the saddle bond length, in bohr. In the larger cc-pVTZ basis, at the cc-pVDZ FCI geometries, the barriers are 27.59 mEh (UHF) and 15.72 mEh (FCI). Discuss the shape of the barrier and the reliability of the result.**

s = 0.1: UHF 26.32, FCI 16.10
s = 0.3: UHF 23.31, FCI 14.77
s = 0.7: UHF 15.76, FCI 10.86
s = 1.3: UHF 7.47, FCI 5.62
s = 2.3: UHF 1.74, FCI 1.37

*Answer.* The path shortens the other bond smoothly towards its H₂ value. Each method uses its own bond lengths, so the two columns refer to slightly different points. Starting from 10.54 mEh at the saddle, UHF minus FCI is

10.22, 8.54, 4.90, 1.85 and 0.37 mEh.

The extra stabilization is greatest at the saddle and fades as the atom departs, in keeping with the separated limit in part (d). FCI therefore subtracts a hump from the UHF profile. A hump has negative curvature at its top, and subtracting it makes the total curvature less negative. This is the change seen in part (a), from −0.130 to −0.054 hartree/bohr². Correlation makes the barrier flatter at the top as well as lower. Both features matter for a rate: the height enters the Boltzmann factor, and the curvature enters estimates of tunnelling.

For the basis, the comparison must be made at the same geometries. In cc-pVDZ the barriers there are 26.755 mEh (UHF) and 16.33 mEh (FCI). The larger basis raises the first by 0.84 mEh and lowers the second by 0.61 mEh. The lowering grows from 10.43 to

27.59 − 15.72 = 11.87 mEh.

The sign is thus not peculiar to the smaller basis. The two barriers move in opposite directions, which shows that an error in the basis does not simply cancel between the methods. Neither change is a bound on the error that remains, and the geometries were not reoptimized. With bond lengths of 1.40 bohr (H₂) and 1.76 bohr (saddle), cc-pVTZ gives 28.0 mEh (UHF) and 15.8 mEh (FCI), and cc-pVQZ gives 28.1 and 15.5 mEh. The FCI barrier is still falling with the basis, about 0.9 mEh below its cc-pVDZ value, and the lowering has grown to 12.6 mEh. The barrier is better read as 15 to 16 mEh than as a value secure to its last printed digit.

The result concerns one reaction. The identity in part (c) holds for any saddle compared at common geometries with reactants, provided that the correlation energies of all reactants are included. Its sign does not carry over automatically: where the reactants are more strongly correlated than the saddle, the same identity gives a barrier raised by correlation.

The complete numerical output follows.

Computed values

```
Main basis cc-pVDZ; larger basis cc-pVTZ
Orbitals for H3, main basis: 15
Determinants for H3, main basis: 1575
Orbitals for H3, larger basis: 42
E(H), both methods: -0.499278 hartree
UHF H2 bond length: 1.413 bohr
UHF saddle bond length: 1.784 bohr
UHF E(H2): -1.128746 hartree
UHF E(saddle): -1.601153 hartree
UHF barrier: 26.871 millihartree
UHF barrier: 70.55 kJ/mol
UHF symmetric curvature: 0.3198 hartree/bohr^2
UHF antisymmetric curvature: -0.1299 hartree/bohr^2
UHF rise on 10 degree bend: 0.260 millihartree
FCI H2 bond length: 1.438 bohr
FCI saddle bond length: 1.783 bohr
FCI E(H2): -1.163673 hartree
FCI E(saddle): -1.646621 hartree
FCI barrier: 16.330 millihartree
FCI barrier: 42.88 kJ/mol
FCI symmetric curvature: 0.3287 hartree/bohr^2
FCI antisymmetric curvature: -0.0541 hartree/bohr^2
FCI rise on 10 degree bend: 0.259 millihartree
FCI minus UHF barrier: -10.541 millihartree
FCI minus UHF barrier: -27.68 kJ/mol
At the FCI geometries, in millihartree:
UHF barrier: 26.755
Ec(H2): -35.044
Ec(H2 at saddle bond length): -38.613
Ec(saddle): -45.468
Ec(saddle) - Ec(H2): -10.425
  part from stretching H2: -3.570
  remainder from third atom: -6.855
UHF geometry term: -0.116
<S^2> UHF saddle: 0.7885
<S^2> FCI saddle: 0.7500
ROHF barrier at UHF geometries: 37.960 millihartree
Path: longer bond minus saddle bond (bohr), UHF, FCI (millihartree)
  0.1  26.322  16.100
  0.3  23.308  14.768
  0.7  15.764  10.863
  1.3  7.473  5.623
  2.3  1.740  1.366
Larger basis UHF barrier: 27.594 millihartree
Larger basis FCI barrier: 15.724 millihartree
Difference of two FCI codes: 0.00 nanohartree
```
